# Diffusive Capture of Electrons by Cations and the Langevin Limit, part 1

(Sections cited here and not found follow in the second part.)

## The steady capture rate

With round parameters for a film of poly(4-hydroxystyrene) at 300 K, the diffusion model below gives a rate constant of $6.03\times10^{-9}\ \mathrm{cm^3/s}$ for the capture of electrons by cations. A neutral absorber of the same contact radius, 0.7 nm, would have only $2.27\times10^{-10}\ \mathrm{cm^3/s}$. The attraction raises the rate by a factor of 26.5, yet the contact radius has almost vanished from the result: it contributes about three parts in $10^{12}$. The size of the absorber, which sets the rate for a neutral target, has been replaced by another length.

That length comes from comparing the Coulomb energy with the thermal energy. Let an electron be at distance $r$ from a cation of charge $+e$, in a medium of permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. Its potential energy, taken as zero at infinite separation, is

$$U(r)=-\frac{e^2}{4\pi\varepsilon r}=-k_BT\,\frac{R}{r},\qquad R=\frac{e^2}{4\pi\varepsilon k_BT}.$$

The Onsager radius $R$ is the distance at which the attraction energy has magnitude $k_BT$. It is positive, and the minus sign of the attraction stands in $U$.

Suppose that the cations are so dilute that each can be treated alone, and that the electrons are too few to screen its charge or to fill the available states. The electrons move by many short, randomizing steps and have the temperature of the medium. Their motion is then described by a diffusion coefficient $D$ and a mobility $\mu$, related by the Einstein relation $D=\mu k_BT/e$. If the cation also moves, $D$ is the sum of the two diffusion coefficients, because the random displacements of independent particles add in mean square, and $\mu$ is likewise the sum of the two mobilities. Far from the cation the electron density is held at $c$, and every electron that reaches $r=a$ is captured. The rate constant $k$ is defined by saying that one cation captures $kc$ electrons per unit time.

The outward electron current density has a diffusive part $-Dn'$, where $n(r)$ is the electron density and the prime means $d/dr$. It also has a drift part, equal to $n$ times the drift velocity. The force is $-U'=-k_BTR/r^2$, pointing inward, and the velocity per unit force is $\mu/e=D/k_BT$. The drift velocity is therefore $-DR/r^2$. Multiplying the total outward current density by $-4\pi r^2$ gives the number of electrons crossing a sphere inward per unit time:

$$J=4\pi D\left(r^2n'+Rn\right).$$

Both terms are positive when the density rises outward. In the steady state no electrons accumulate between two spheres, so $J$ is the same at every $r\ge a$. It is also the capture rate.

To integrate this equation, write $n=q\,e^{R/r}$. Since the derivative of $R/r$ is $-R/r^2$,

$$n'=e^{R/r}\left(q'-\frac{R}{r^2}q\right),$$

and therefore

$$r^2n'+Rn=r^2e^{R/r}q'-Re^{R/r}q+Re^{R/r}q=r^2e^{R/r}q'.$$

The drift term has been absorbed. What remains is

$$q'=\frac{J}{4\pi D}\,\frac{e^{-R/r}}{r^2}.$$

The function $q$ is the density divided by the Boltzmann factor $e^{-U/k_BT}$. It would be constant in equilibrium, and its gradient drives the net flux.

At contact $n(a)=0$, so $q(a)=0$. At infinity $e^{R/r}\to1$, so $q\to c$. Integrating from $a$ to infinity with $u=1/r$, for which $du=-dr/r^2$, gives

$$c=\frac{J}{4\pi D}\int_a^\infty\frac{e^{-R/r}}{r^2}\,dr
=\frac{J}{4\pi D}\int_0^{1/a}e^{-Ru}\,du
=\frac{J}{4\pi DR}\left(1-e^{-R/a}\right).$$

The minus sign in $du$ has been used to exchange the limits. Since $J=kc$,

$$\boxed{k=\frac{4\pi DR}{1-e^{-R/a}}}.$$

A numerical test integrated the flux equation outward from contact for $R/a=0.01$, 1, 3 and 10, without using this solution. The rate constants agreed with the formula to within one part in $10^7$. The same agreement was found for $R/a=-2$. A negative $R$ describes repulsion, and nothing in the integration required $R$ to be positive.

The integral can be read as a resistance to the flow of electrons. The fraction of it that lies outside a sphere of radius $\rho$ is

$$\frac{\int_0^{1/\rho}e^{-Ru}du}{\int_0^{1/a}e^{-Ru}du}
=\frac{1-e^{-R/\rho}}{1-e^{-R/a}}.$$

For $R\gg a$ the denominator is nearly one, and half of the resistance lies beyond $\rho=R/\ln2$. The rate is then governed by transport at distances of order $R$. Closer in, the factor $e^{-R/r}$ makes the resistance small: an electron that has come well inside $R$ is very likely to be drawn to contact. Without attraction the corresponding fraction is $a/\rho$, and half of the resistance lies within $2a$. That is why the contact radius matters for a neutral absorber.

The two limits follow from $x=R/a$. In terms of $x$,

$$\frac{k}{4\pi Da}=\frac{x}{1-e^{-x}}.$$

For small $x$, $1-e^{-x}=x-x^2/2+\cdots$, so the ratio is $1/(1-x/2+\cdots)=1+x/2+\cdots$ and

$$k=4\pi Da\left(1+\frac{R}{2a}+\cdots\right),\qquad R\ll a.$$

At $x=0.1$ the complete factor is 1.0508, against 1.05 from the first two terms. For large $x$ the exponential is negligible and

$$k\to 4\pi DR=4\pi\,\frac{\mu k_BT}{e}\,\frac{e^2}{4\pi\varepsilon k_BT}=\frac{e\mu}{\varepsilon}\equiv k_L.$$

This is the Langevin rate constant. The temperature cancels, so $k_L$ depends on temperature only through $\mu$ and $\varepsilon$.

The relative excess over the Langevin value is

$$\frac{k}{k_L}-1=\frac{1}{1-e^{-x}}-1=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^x-1}.$$

It equals 0.01 when $e^x=101$, that is, at $x=4.615$. The approach is exponential, so $R$ need not exceed $a$ by a large factor: the excess is 5.2 percent at $x=3$ and 0.005 percent at $x=10$. At $x=1$, however, $k/k_L=1.58$. A medium with relative permittivity 78 comes close to this last case. At 300 K it has $R=0.714$ nm, and with $a=0.7$ nm the rate constant is 1.56 times the Langevin value.

The density profile shows what the exponential in the denominator means. Integrating $q'$ from $a$ to $r$ instead of to infinity gives

$$q(r)=\frac{J}{4\pi DR}\left(e^{-R/r}-e^{-R/a}\right)
=c\,\frac{e^{-R/r}-e^{-R/a}}{1-e^{-R/a}}.$$

Multiplication by $e^{R/r}$ yields

$$\frac{n(r)}{c}=\frac{1-e^{R/r-R/a}}{1-e^{-R/a}}.$$

The numerical integration reproduced this profile at $r=2a$, again to within one part in $10^7$, for the same five values of $R/a$.

The drift part of the inward flux is $4\pi DRn$. Dividing it by $J=4\pi DRc/(1-e^{-R/a})$ gives the share of the flux carried by drift:

$$\frac{4\pi DRn(r)}{J}=1-e^{R/r-R/a}.$$

Diffusion carries the remaining share, $e^{R/r-R/a}$. At contact the density is zero and diffusion carries everything. Far away its share falls to $e^{-R/a}$. When $R\gg a$, the density is therefore nearly $c$ except close to contact, and drift of this uniform density supplies the flux: $J\simeq4\pi DRc$. The Langevin limit is the drift limit, although the electrons still diffuse.

This also shows which transport coefficient is needed if the Einstein relation fails while $D$ and $\mu$ remain constants. The drift velocity is then $-\mu e/(4\pi\varepsilon r^2)$, and the flux equation keeps its form if $R$ is replaced by

$$R_d=\frac{e\mu}{4\pi\varepsilon D}.$$

The same integration gives $k=4\pi DR_d/(1-e^{-R_d/a})$. For $R_d\gg a$ this tends to $e\mu/\varepsilon$. The mobility form of the Langevin constant survives in this case, whereas $4\pi DR$ with the thermal radius $R$ does not.

Langevin's constant can also be found with diffusion left out from the start. Let a uniform electric field of magnitude $F$ carry electrons past the cation. Their drift velocity is proportional to the total electric field, which has zero divergence outside the cation. A uniform density $c$ therefore stays uniform along the flow. Close to the cation the drift is inward with speed $\mu e/(4\pi\varepsilon r^2)$, and the uniform field adds no net flux through a closed sphere. The captured flux is thus

$$4\pi r^2c\,\frac{\mu e}{4\pi\varepsilon r^2}=\frac{e\mu}{\varepsilon}c.$$

Far upstream the same electrons fill a tube of cross-section $\sigma$ and carry the flux $c\mu F\sigma$. Equating the two expressions gives $\sigma=e/(\varepsilon F)$. A stronger field brings electrons faster but narrows the tube in proportion, so the rate constant of this drift-only model does not depend on $F$.

A test traced the drift lines for two fields differing by a factor of two and located the edge of the captured tube. The resulting rates were 0.9998 of the Langevin value in both fields; the finite starting distance alone gives 0.9998 for the weaker field and 0.9999 for the stronger, and the rest is the resolution of the search for the edge. The test allowed 0.1 percent, because the lines started at a finite distance, 100 times the radius at which the cation's field equals the stronger uniform field. This calculation contains no diffusion, so by itself it does not establish the field dependence when diffusion matters.

Capture at contact may also be imperfect. Let the capture rate at $r=a$ be $k_an(a)$, where the contact constant $k_a$ has the same unit as $k$. Now $q(a)=n(a)e^{-R/a}$ is not zero, and integration of $q'$ from contact to infinity gives

$$c-n(a)e^{-R/a}=\frac{J}{4\pi DR}\left(1-e^{-R/a}\right).$$

Substituting $n(a)=J/k_a$ and dividing by $J=kc$, after moving the contact term to the right, gives

$$\frac1k=\frac{1-e^{-R/a}}{4\pi DR}+\frac{e^{-R/a}}{k_a}.$$

The two resistances add, and the attraction multiplies the contact resistance by $e^{-R/a}$. An electron that fails to react is held near the cation and returns many times. Direct integration confirmed this expression to within one part in $10^7$ in two cases: $R/a=1$ with $k_a=0.5\times4\pi Da$, and $R/a=3$ with $k_a=0.2\times4\pi Da$.

If $k_D$ denotes the rate constant for perfect capture, partial capture halves the rate when the two terms are equal, at $k_a=k_De^{-R/a}$. For the polymer parameters this is $1.8\times10^{-20}\ \mathrm{cm^3/s}$. So small a value should be read as a sign of insensitivity, not as a prediction. It relies on the Boltzmann factor all the way to 0.7 nm, where the attraction energy is 26.5 times $k_BT$ and motion by finite hops no longer obeys the continuum equation.

The steady rate constant for capture by an isolated cation is now established for perfect and imperfect contact, and for perfect capture it tends to the Langevin value when $R\gg a$. What remains is to find how the rate settles in time and how often an electron escapes its own cation, and to see how far the results apply to a resist film.
